# The Kinetic Stress Tensor from Strained Plane-Wave Vectors, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The kinetic stress at fixed coefficients

### Definitions and conventions

A crystal has a primitive cell with lattice vectors $\mathbf a_1,\mathbf a_2,\mathbf a_3$ and volume $\Omega$. The reciprocal vectors $\mathbf b_j$ are defined by

$$\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}. \tag{1}$$

Cartesian components carry the indices $a,b,d$. A one-electron orbital with band index $n$ and crystal wavevector $\mathbf k$ is expanded as

$$\psi_{n\mathbf k}(\mathbf r)=\frac{1}{\sqrt{\Omega}}\sum_{\mathbf G}c_{n\mathbf k}(\mathbf G)\,e^{i\mathbf q\cdot\mathbf r},\qquad \mathbf q=\mathbf k+\mathbf G, \tag{2}$$

where $\mathbf G$ runs over a finite set of reciprocal lattice vectors. Integrals are taken over one cell, so that a normalized orbital has $\sum_{\mathbf G}|c_{n\mathbf k}(\mathbf G)|^2=1$.

The weight $f_{n\mathbf k}$ is the product of the spin factor, the occupation and the weight of the $\mathbf k$ point. It therefore satisfies $\sum_{n\mathbf k}f_{n\mathbf k}=N$, with $N$ the number of electrons per cell. In a crystal without spin polarization, a full band sampled at a single $\mathbf k$ point has $f=2$. Code that stores the spin factor or the $\mathbf k$ weight separately must multiply them in once.

A homogeneous deformation moves every point according to

$$\mathbf r'=F\mathbf r,\qquad F=1+\varepsilon, \tag{3}$$

with $\varepsilon$ a real $3\times3$ matrix. The nine entries of $\varepsilon$ are treated as independent variables. A single off-diagonal entry is thus allowed, and it describes a shear combined with a rotation. The stress is defined by

$$\sigma_{ab}=\frac1\Omega\left.\frac{\partial E}{\partial\varepsilon_{ab}}\right|_{\varepsilon=0}, \tag{4}$$

with $E$ the energy per cell. With this sign, tension is positive: if stretching costs energy, the crystal pulls inward on its boundary and $\sigma$ is positive. A code that defines stress with the opposite sign must reverse every stress given here.

The algebra uses atomic units, $\hbar=m=1$, with $m$ the electron mass. The result to be derived is, with $\hbar$ and $m$ restored,

$$\boxed{\;\sigma^{\rm kin}_{ab}=-\frac{\hbar^2}{m\Omega}\sum_{n\mathbf k\mathbf G}f_{n\mathbf k}\,|c_{n\mathbf k}(\mathbf G)|^2\,q_a q_b\;} \tag{5}$$

It is the derivative (4) applied to the kinetic energy alone, while the coefficients $c$, the weights $f$, the integer labels of each $\mathbf G$ and the reduced coordinates of each $\mathbf k$ are held fixed.

### How the reciprocal vectors move

The lattice vectors are carried along by the deformation, $\mathbf a_i'=F\mathbf a_i$. The new reciprocal vectors must obey the duality relation (1) with the new lattice vectors. Try $\mathbf b_j'=F^{-T}\mathbf b_j$, where $F^{-T}$ is the transpose of the inverse. Then

$$\mathbf a_i'\cdot\mathbf b_j'=(F\mathbf a_i)^T(F^{-T}\mathbf b_j)=\mathbf a_i^TF^TF^{-T}\mathbf b_j=\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}. \tag{6}$$

The trial form satisfies the relation. Since three independent vectors $\mathbf a_i'$ fix each $\mathbf b_j'$ through its three scalar products, there is no other solution.

A plane wave in the basis is labelled by integers $n_j$ and by reduced coordinates $\kappa_j$ of the $\mathbf k$ point:

$$\mathbf q=\sum_j(\kappa_j+n_j)\,\mathbf b_j. \tag{7}$$

The integers cannot change continuously. The $\kappa_j$ are held fixed because the Bloch phase between neighbouring cells, $e^{i\mathbf k\cdot\mathbf a_j}=e^{2\pi i\kappa_j}$, is a boundary condition on the orbital and is unaffected by moving the cell walls. With both fixed,

$$\mathbf q'=F^{-T}\mathbf q. \tag{8}$$

Direct and reciprocal vectors move in opposite senses: a cell stretched along $z$ has shorter $q_z$. The phase of a plane wave at a point that moves with the material does not change, because $\mathbf q'\cdot\mathbf r'=\mathbf q^TF^{-1}F\mathbf r=\mathbf q\cdot\mathbf r$.

### What fixed coefficients mean in real space

Let $J=\det F$, so that the strained volume is $\Omega'=J\Omega$. The orbital built from the old coefficients and the new wavevectors is

$$\psi'(\mathbf r')=\frac1{\sqrt{J\Omega}}\sum_{\mathbf G}c(\mathbf G)e^{i\mathbf q'\cdot\mathbf r'}=\frac1{\sqrt J}\,\psi(F^{-1}\mathbf r'). \tag{9}$$

The second equality uses the invariance of the phase. Holding the coefficients fixed thus stretches the orbital with the material and lowers its amplitude by $J^{-1/2}$.

Orthonormality survives the stretch. For two orbitals at the same $\mathbf k$,

$$\int_{\Omega'}\psi_n'^*\psi_{n'}'\,d^3r'=\frac1{\Omega'}\sum_{\mathbf G\mathbf G'}c_n^*(\mathbf G)c_{n'}(\mathbf G')\int_{\Omega'}e^{i(\mathbf q'_{\mathbf G'}-\mathbf q'_{\mathbf G})\cdot\mathbf r'}d^3r'=\sum_{\mathbf G}c_n^*(\mathbf G)c_{n'}(\mathbf G). \tag{10}$$

The integral equals $\Omega'$ for $\mathbf G=\mathbf G'$ and vanishes otherwise, because the difference of the two wavevectors is a reciprocal vector of the strained lattice. The strain has dropped out. The stretched orbitals are therefore admissible trial orbitals in the strained cell, and no renormalization term enters the kinetic stress.

### The kinetic energy and its strain derivative

The kinetic energy per cell can be written with gradients,

$$T=\frac12\sum_{n\mathbf k}f_{n\mathbf k}\int_\Omega|\nabla\psi_{n\mathbf k}|^2d^3r. \tag{11}$$

This equals the expectation value of $-\tfrac12\nabla^2$, because the surface terms of the partial integration cancel between opposite faces of the cell: $\psi^*\nabla\psi$ is periodic, the Bloch phases of its two factors having cancelled. Each gradient brings down a factor $i\mathbf q$, and the integration is the one done in (10). Hence

$$T=\frac12\sum_{n\mathbf k\mathbf G}f_{n\mathbf k}|c_{n\mathbf k}(\mathbf G)|^2\,|\mathbf q|^2. \tag{12}$$

There is no explicit factor of the volume. The $1/\Omega$ from the two normalization factors has cancelled against the $\Omega$ from the integral, and this happens at any strain. With $c$ and $f$ fixed, the strain enters $T$ through $|\mathbf q|^2$ and nowhere else.

From (8), the strained square is

$$|\mathbf q'|^2=(F^{-T}\mathbf q)^T(F^{-T}\mathbf q)=\mathbf q^TF^{-1}F^{-T}\mathbf q=\mathbf q^T(F^TF)^{-1}\mathbf q. \tag{13}$$

To first order in $\varepsilon$, $F^TF=1+\varepsilon+\varepsilon^T$, and its inverse is $1-\varepsilon-\varepsilon^T$. Therefore

$$|\mathbf q'|^2=|\mathbf q|^2-\sum_{ab}q_a(\varepsilon_{ab}+\varepsilon_{ba})q_b=|\mathbf q|^2-2\sum_{ab}\varepsilon_{ab}\,q_aq_b. \tag{14}$$

In the last step the dummy indices were exchanged in the term with $\varepsilon_{ba}$, which makes it equal to the first one. Reading off the coefficient of one entry gives

$$\left.\frac{\partial|\mathbf q'|^2}{\partial\varepsilon_{ab}}\right|_{\varepsilon=0}=-2q_aq_b. \tag{15}$$

Inserted into (12), the factor 2 cancels the factor $\tfrac12$ of the kinetic energy. Define the moment tensor

$$M_{ab}=\sum_{n\mathbf k\mathbf G}f_{n\mathbf k}|c_{n\mathbf k}(\mathbf G)|^2q_aq_b. \tag{16}$$

Then

$$\left.\frac{\partial T}{\partial\varepsilon_{ab}}\right|_{c,f}=-M_{ab},\qquad \sigma^{\rm kin}_{ab}=-\frac{M_{ab}}{\Omega}. \tag{17}$$

To restore units, note that the kinetic energy of a plane wave is $\hbar^2|\mathbf q|^2/(2m)$ in place of $|\mathbf q|^2/2$. Each term is multiplied by $\hbar^2/m$, which gives (5).

Some codes use the symmetric strain as the variable and count $\varepsilon_{xy}=\varepsilon_{yx}$ as one parameter. A change $\eta$ of that parameter changes two entries of $\varepsilon$, so the derivative of $T$ with respect to $\eta$ is $-2M_{xy}$. The stress component is still $-M_{xy}/\Omega$. The factor 2 belongs to the parametrization and has to be divided out before the two are compared.

### Rotations

If $F$ is a rotation, $F^TF=1$ and (13) gives $|\mathbf q'|^2=|\mathbf q|^2$ at any angle. A rigid rotation costs no kinetic energy. To first order this is the statement that an antisymmetric $\varepsilon$ contributes nothing to (14), which is why $M_{ab}$ comes out symmetric without being symmetrized. Six components suffice.

### Sign, trace and two limiting cases

The diagonal elements $M_{aa}$ are sums of squares with non-negative weights. More generally, for any real unit vector $\mathbf u$,

$$\sum_{ab}u_a\sigma^{\rm kin}_{ab}u_b=-\frac1\Omega\sum_{n\mathbf k\mathbf G}f_{n\mathbf k}|c_{n\mathbf k}(\mathbf G)|^2(\mathbf u\cdot\mathbf q)^2\le0. \tag{18}$$

The kinetic stress is compressive in every direction. Electrons confined to a cell push outward, since stretching the cell lengthens their wavelengths and lowers their kinetic energy.

The trace follows from $\sum_aq_a^2=|\mathbf q|^2$ and (12):

$$\sum_a\sigma^{\rm kin}_{aa}=-\frac{2T}\Omega,\qquad p^{\rm kin}=-\frac13\sum_a\sigma^{\rm kin}_{aa}=\frac{2T}{3\Omega}. \tag{19}$$

This relation is useful in code because $T$ is usually available from the energy routine. It checks the diagonal sum and the overall prefactor. It says nothing about the off-diagonal elements or about how the trace is shared among the three axes.

The first limiting case is one electron in one plane wave along $z$, in a cell of length $L$ and cross-section $A$. Here $q_z=2\pi n/L$ and the energy is $\tfrac12(2\pi n/L)^2$. Its derivative with respect to $L$ is $-(2\pi n)^2/L^3=-q_z^2/L$. Dividing by the area gives a stress $-q_z^2/(AL)=-q_z^2/\Omega$, in agreement with (17).

The second is the uniform electron gas, whose occupied states fill a sphere in wavevector space. By symmetry $M_{ab}$ is isotropic, so $\sigma^{\rm kin}_{ab}=-\delta_{ab}\,2T/(3\Omega)$. For a fixed number of electrons the kinetic energy scales as $T\propto\Omega^{-2/3}$, and $-dT/d\Omega=2T/(3\Omega)$ is the pressure in (19).

### The same tensor in real space

The product $q_aq_b$ comes from two first derivatives. Repeating the step from (11) to (12) with separate components gives

$$\int_\Omega\frac{\partial\psi_{n\mathbf k}^*}{\partial r_a}\frac{\partial\psi_{n\mathbf k}}{\partial r_b}\,d^3r=\sum_{\mathbf G}|c_{n\mathbf k}(\mathbf G)|^2q_aq_b, \tag{20}$$

because $(-iq_a)(iq_b)=q_aq_b$. The kinetic stress is therefore minus the cell average of the electrons' momentum flux. Formula (20) also shows what the sum weighs. Rapid variation of an orbital in a small region contributes strongly, so the value of $\sigma^{\rm kin}$ depends on how sharply the pseudopotential lets the orbitals vary near the nuclei.

### Finite strain and the error of a numerical derivative

Equation (13) holds at any strain, and it shows how accurate a finite-difference check of (17) can be. For a stretch $F=\mathrm{diag}(1,1,1+e)$, the component $q_z$ becomes $q_z/(1+e)$ and the others are unchanged. At fixed coefficients,

$$T(e)=\tfrac12(M_{xx}+M_{yy})+\frac{M_{zz}}{2(1+e)^2}. \tag{21}$$

The first, third and fifth derivatives at $e=0$ are $-M_{zz}$, $-12M_{zz}$ and $-360M_{zz}$. The two-point central difference with step $h$ equals the true slope plus $h^2T'''/6$, that is

$$\frac{T(h)-T(-h)}{2h}=-M_{zz}\left(1+2h^2+\dots\right). \tag{22}$$

The four-point central difference,

$$D_4=\frac{T(-2h)-8T(-h)+8T(h)-T(2h)}{12h}, \tag{23}$$

has the leading error $-h^4T^{(5)}/30=+12h^4M_{zz}$. Its relative error is $12h^4$ in magnitude.

For a single off-diagonal entry $\varepsilon_{xy}=e$, equation (8) gives $q_y'=q_y-e\,q_x$ with $q_x$ and $q_z$ unchanged. The kinetic energy is then a quadratic polynomial in $e$, and a central difference has no truncation error at all. What is left is rounding.

### Symmetry-reduced sampling

Codes often store one $\mathbf k$ point for each set of symmetry-equivalent points. If $R$ is the matrix of a point-group operation, the orbitals at $R\mathbf k$ have the wavevectors $R\mathbf q$ and can be chosen with coefficients of equal modulus. Within a degenerate level, single orbitals from a diagonalization need not satisfy this, but the sum of $|c|^2$ over the whole level does, and that is enough when its members have equal weights. Their contribution to the moment is $RMR^T$. The moment of the full set is therefore the average

$$\bar M=\frac1{|\mathcal G|}\sum_{R\in\mathcal G}RMR^T \tag{24}$$

over the point group $\mathcal G$ of the crystal, with $|\mathcal G|$ the number of its operations and with the weight of the whole star assigned to the stored point. The kinetic energy needs no such average, because $|R\mathbf q|^2=|\mathbf q|^2$. A kinetic-energy routine can therefore be correct with reduced sampling while a stress routine that copies its loop is wrong. The energy terms that depend on the density do need a symmetrized density. In crystals with glide planes or screw axes, such as diamond, each point operation must there be combined with its fractional translation. In rock salt, with the origin on an atom, no such translations occur and the average over the point group suffices. The stress from a nonlocal pseudopotential depends on the direction of $\mathbf q$, so it needs the same tensor average as $M$.

Time reversal needs no extra operation. It maps $\mathbf q$ to $-\mathbf q$, and the product $q_aq_b$ is unchanged. For the same reason, a code that stores half of the plane waves at $\mathbf k=0$ for real orbitals doubles the stored sum. The term $\mathbf G=0$, which has no partner, contributes zero there.

## Part 2. The place of the kinetic term in the total stress, and an example

### Symbols and results carried over

The deformation is $\mathbf r'=(1+\varepsilon)\mathbf r$, the cell volume is $\Omega$, and the stress is $\sigma_{ab}=\Omega^{-1}\partial E/\partial\varepsilon_{ab}$, positive in tension. Orbitals have plane-wave coefficients $c_{n\mathbf k}(\mathbf G)$, wavevectors $\mathbf q=\mathbf k+\mathbf G$ and weights $f_{n\mathbf k}$ that include spin and the $\mathbf k$ weight. Part 1 showed that stretching the orbitals at fixed $c$ keeps them orthonormal, and that the kinetic energy $T$ then responds as

$$\left.\frac{\partial T}{\partial\varepsilon_{ab}}\right|_{c,f}=-\frac{\hbar^2}{m}M_{ab},\qquad M_{ab}=\sum_{n\mathbf k\mathbf G}f_{n\mathbf k}|c_{n\mathbf k}(\mathbf G)|^2q_aq_b. \tag{25}$$

The kinetic stress is this slope divided by $\Omega$. For symmetry-reduced sampling, $M$ is averaged over the point group.

The kinetic stress has been derived for orbitals stretched with the crystal at fixed plane-wave coefficients. It remains to show why fixed coefficients suffice for the total stress even though the self-consistent coefficients change under strain, and to test the result on MgO.
